# Surface Share of the Electric Force in a Free-Electron Film

## 1. What dimensions and symmetry fix

A metal film occupies $0<z<d$ and carries current along $x$. It holds $n$ free electrons per unit volume, of mass $m$ and charge $-e$, in a uniform field $E$ along $x$. We want the part of the electric force on these carriers that is taken up by the two surfaces.

To first order in $E$, every force is proportional to $E$, so the part is a dimensionless number independent of $E$. The force per unit film area has magnitude $neEd$. Let $\sigma$ be the film conductivity averaged over thickness. The current per unit width is then $\sigma Ed$, and the carrier momentum per unit area has magnitude $(m/e)\sigma Ed$. If bulk scattering has a single rate $1/\tau$, the bulk drag must have the form

$$C\,\frac{m\sigma Ed}{e\tau},\qquad\text{or, divided by } neEd,\qquad C\,\frac{m\sigma}{ne^2\tau}=C\,\frac{\sigma}{\sigma_0},\qquad \sigma_0=\frac{ne^2\tau}{m}.$$

Without surface losses $\sigma=\sigma_0$ and the bulk takes the whole force, so $C=1$ there. The surfaces should therefore take $1-\sigma/\sigma_0$. Dimensions alone do not exclude a $C$ that varies with $d$ divided by the mean free path. The momentum balance below shows that $C=1$ for every thickness.

## 2. Statement and assumptions

Let $F=-neEd$ be the electric force on the carriers per unit area, and let $R$ be the net $x$-momentum they deliver to both surfaces per unit area and time. Then

$$\boxed{\frac{R}{F}=1-\frac{\sigma}{\sigma_0}=1-\frac{\rho_0}{\rho}}$$

where $\rho=1/\sigma$ and $\rho_0=1/\sigma_0$. The assumptions are:

- The state is steady, uniform along $x$ and $y$, and of first order in $E$.
- The band is parabolic, so that $p_x=mv_x$.
- Bulk collisions relax the electrons to a distribution without drift, with one constant $\tau$. The same $\tau$ enters $\sigma_0$.
- The surfaces are statistically symmetric under $x\to-x$ and do not change the bulk collision rate.

The surfaces may differ from each other, and their reflection law may depend on angle.

## 3. Proof from the momentum balance

Write the distribution as $f_0+g$, with $f_0$ the equilibrium part and $g$ proportional to $E$. Reversing both $x$ and $E$ leaves the problem unchanged. Hence $g$ is odd in $v_x$, and there is no first-order change of density and no first-order field along $z$. The force on an electron is $-eE$, and the steady kinetic equation is

$$v_z\frac{\partial g}{\partial z}-eE\frac{\partial f_0}{\partial p_x}=-\frac{g}{\tau}. \tag{1}$$

Multiply by $p_x=mv_x$ and sum over all states per unit volume, spin included; this sum is written $\sum$. Define

$$\Pi(z)=\sum m v_xv_z\,g,\qquad P(z)=\sum m v_x\,g .$$

$\Pi$ is the flux of $x$-momentum in the $+z$ direction, and $P$ is the momentum density. The first term of (1) becomes $d\Pi/dz$. In the field term we integrate by parts; the boundary term vanishes because $f_0$ vanishes at large momentum:

$$-eE\sum p_x\frac{\partial f_0}{\partial p_x}=+eE\sum f_0=neE .$$

The local balance is therefore

$$\frac{d\Pi}{dz}=-neE-\frac{P}{\tau}. \tag{2}$$

Integrate over the thickness:

$$\Pi(d)-\Pi(0)=-neEd-\frac1\tau\int_0^dP\,dz .$$

At the top, momentum leaves the electrons along $+z$, at the rate $\Pi(d)$. At the bottom it leaves along $-z$, at the rate $-\Pi(0)$. The left side is thus $R$. It counts arriving minus departing momentum, so a mirror-like reflection contributes nothing. Rearranged,

$$F=R+\frac1\tau\int_0^dP\,dz. \tag{3}$$

No surface law has entered. The current density is $j=-e\sum v_xg$, so $P=-(m/e)j$ at every depth. With $\int_0^d j\,dz=\sigma Ed$,

$$\frac1\tau\int_0^dP\,dz=-\frac{m\sigma Ed}{e\tau}
=(-neEd)\,\frac{m\sigma}{ne^2\tau}=F\,\frac{\sigma}{\sigma_0}. \tag{4}$$

Inserting (4) in (3) gives $R=F(1-\sigma/\sigma_0)$, which proves the statement. In a medium without surfaces $d\Pi/dz=0$, and (2) gives $P=-neE\tau$, hence $j=(ne^2\tau/m)E$. This confirms that $\sigma_0$ is the bulk conductivity of the same model.

The result concerns the force on the carriers. The field pulls the positive background with $+neEd$ per unit area, and the electrons return $F=-neEd$ to the lattice and surfaces together. The neutral film feels no net force. The momentum is nevertheless delivered unevenly: the surfaces receive $R$, while the interior receives the background force plus the bulk drag, $-F+F\sigma/\sigma_0=-R$.

## 4. Explicit solution for two unlike surfaces

The share of each surface requires a surface law. Let the electrons be degenerate, with Fermi speed $v_F$ and mean free path $\lambda=v_F\tau$. Since $\partial f_0/\partial p_x=v_xf_0'$, where the prime is the energy derivative, write

$$g=eE\tau\,v_x f_0'\,G .$$

In the bulk $G=1$. Equation (1) becomes $v_z\tau\,\partial G/\partial z=1-G$. With $u=|v_z|/v_F$, the solutions for upward and downward electrons are

$$G_+=1-A_+e^{-z/\lambda u},\qquad G_-=1-A_-e^{-(d-z)/\lambda u}.$$

A fraction $p_b$ of the electrons reflects specularly at the bottom, and $p_t$ at the top. The others leave with random azimuth and carry no mean $x$-momentum. Hence $G_+(0)=p_bG_-(0)$ and $G_-(d)=p_tG_+(d)$. With $q=e^{-d/\lambda u}$ these conditions read

$$A_+=1-p_b+p_b\,q\,A_-,\qquad A_-=1-p_t+p_t\,q\,A_+ .$$

Substituting each into the other gives

$$A_+=\frac{1-p_b+p_bq(1-p_t)}{1-p_bp_tq^2},\qquad
A_-=\frac{1-p_t+p_tq(1-p_b)}{1-p_bp_tq^2}. \tag{5}$$

**Current.** From $j=-e\sum v_xg$, the ratio $j/(\sigma_0E)$ is the Fermi-surface average of $3(v_x/v_F)^2G$; the factor 3 makes it 1 for $G=1$. Averaging over azimuth replaces $(v_x/v_F)^2$ by $(1-u^2)/2$, and the average over the sphere is half the integral over $v_z/v_F$ from $-1$ to 1:

$$\frac{j(z)}{\sigma_0E}=\frac34\int_0^1(1-u^2)(G_++G_-)\,du .$$

The depth average of either exponential is $(\lambda u/d)(1-q)$. Since $\frac34\int_0^1 2(1-u^2)\,du=1$,

$$\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{4d}\int_0^1u(1-u^2)(1-q)(A_++A_-)\,du. \tag{6}$$

**Wall stress.** The same average with an extra factor $v_z=\pm v_Fu$ gives

$$\Pi(z)=-neE\lambda\,\frac34\int_0^1u(1-u^2)(G_+-G_-)\,du .$$

Dividing $-\Pi(0)$ and $\Pi(d)$ by $F=-neEd$ yields the two shares:

$$\frac{R_b}{F}=\frac{3\lambda}{4d}\int_0^1u(1-u^2)\,(A_+-qA_-)\,du, \tag{7}$$

$$\frac{R_t}{F}=\frac{3\lambda}{4d}\int_0^1u(1-u^2)\,(A_--qA_+)\,du. \tag{8}$$

Their brackets add up to $(1-q)(A_++A_-)$, so the sum equals $1-\sigma/\sigma_0$ from (6), as the general proof requires. For $p_b=p_t=p$, (5) gives $A_\pm=(1-p)/(1-pq)$, and (6) is the Fuchs–Sondheimer conductivity.

## 5. Limits

**Thick film.** For $d\gg\lambda$, $q\to0$ and $A_++A_-\to2-p_b-p_t$. With constant specularities and $\int_0^1u(1-u^2)\,du=1/4$,

$$\frac RF\to\frac{3\lambda}{16d}\,(2-p_b-p_t). \tag{9}$$

**Thin film.** For $d\ll\lambda$, $q\to1$ at each fixed $u>0$. If $p_bp_t<1$, (5) gives $A_+\to1$ and $A_-\to1$. Both $G_\pm$ vanish, $\sigma/\sigma_0\to0$, and the surfaces take the whole force.

**Specular surfaces.** For $p_b=p_t=1$, $A_\pm=0$ at any finite thickness. Then $R=0$ and $\sigma=\sigma_0$. The thin-film limit thus depends on whether perfect specularity is imposed first.

**One mirror surface.** For $p_b=1$ and $p_t=0$, (5) gives $A_+=q$ and $A_-=1$. The bracket in (7) vanishes, and the top takes all of $R$. The integrand of (6) contains $(1-q)(1+q)=1-q^2$, and $q^2$ is the decay factor for thickness $2d$. The film conducts like one of thickness $2d$ with two diffuse surfaces.

## 6. Worked example

Take rough round parameters in the regime of copper interconnects: $n=8.5\times10^{22}$ cm$^{-3}$, $\lambda=40$ nm, $d=20$ nm, a diffuse bottom ($p_b=0$), a half-specular top ($p_t=0.5$), and a mean current density of 1 MA/cm² at 300 K. The free-electron relations give $v_F=1.57\times10^6$ m/s, $\tau=\lambda/v_F=25.4$ fs and $\rho_0=1.644$ µΩ cm.

Equation (6) gives $\sigma/\sigma_0=0.603$, so $\rho=1.644/0.603\approx2.73$ µΩ cm. The field is

$$E=\rho j=(2.73\times10^{-6}\ \Omega\,\text{cm})(10^6\ \text{A/cm}^2)=2.73\ \text{V/cm}.$$

The force per area has magnitude

$$neEd=(8.5\times10^{28})(1.602\times10^{-19})(273)(20\times10^{-9})\ \text{Pa}\approx74.3\ \text{kPa}.$$

The bulk takes $0.603\times74.3=44.8$ kPa and the surfaces take $0.397\times74.3=29.5$ kPa. Of the latter, the bottom takes 20.6 kPa and the top 8.9 kPa. At fixed current density the bulk drag $ne\rho_0jd$ does not depend on the surfaces. Surface scattering raises the field until the extra force covers the surface loss.

The top share, 0.120, is less than half the bottom share, 0.278, although the top randomizes half of its arrivals. The bottom removes $G_-(0)=1-A_-q$ and the top removes $0.5\,G_+(d)=0.5(1-A_+q)$. Here $A_+=1$ and $A_-=0.5(1+q)<1$, so electrons arriving at the bottom carry more field-given momentum. Some of them kept it in a specular reflection at the top.

The momentum share also differs from the share of collisions. Count the events for electrons at the Fermi surface, which carry the deviation $g$. Such an electron strikes a given wall once per path $2d$ along $z$, and its mean $|v_z|$ is $v_F/2$, so it strikes each wall at the mean rate $v_F/4d$. The number of randomizing wall events per electron in a time $\tau$ is

$$\frac{\lambda}{4d}(2-p_b-p_t)=\frac{40}{80}\times1.5=0.75 .$$

There is one bulk event in the same time. The walls thus account for $0.75/1.75=0.429$ of the randomizing events but 0.397 of the momentum. The thick-film limit isolates the directional cause. Arrivals at a wall are weighted by $u$, so the mean of $u^2$ is $\int u^3du/\int u\,du=1/2$. Their mean momentum, in units of $eE\tau$, is $\tfrac32(1-\tfrac12)=\tfrac34$, against 1 for bulk events: electrons heading for a wall have less velocity along the field. In the example this factor is partly offset. The momentum per event, in the same units, is $0.397/0.75=0.53$ at the walls and $0.603$ in the bulk, a ratio of 0.88 rather than $\tfrac34$. The main reason is that electrons randomized at a wall have on average flown longer since their previous randomizing event than those scattered in the bulk.

The thickness dependence, with all other parameters held fixed, is:

| $d$ (nm) | $R/F$ | Eq. (9) |
|---:|---:|---:|
| 10 | 0.556 | 1.125 |
| 20 | 0.397 | 0.563 |
| 40 | 0.249 | 0.281 |
| 100 | 0.111 | 0.113 |
| 400 | 0.028 | 0.028 |

Equation (9) is good to about 1% of the share at 100 nm. At 10 nm it exceeds 1 and is meaningless.

**Independent check.** In a random-flight simulation, 100,000 electrons were followed through 150 events each, the first 20 being discarded. Current and momentum delivered to the walls were tallied separately. The results were $\sigma/\sigma_0=0.6027$ and $R/F=0.3969$, against 0.6029 and 0.3971 from (6)–(8). A second case had an angle-dependent top, $p_t(u)=\exp[-(2k_Fhu)^2]$, with Fermi wavenumber $k_F$ and rms roughness $h=0.10$ nm. The simulation gave $R/F=0.4183$; the wall-stress and current integrals both gave 0.4182.

## 7. Using the result

To obtain the share from resistivities, use $R/F=1-\rho_0/\rho$, with $\rho_0$ taken at the same temperature and for the same bulk defects as the film. A small relative error $\delta$ in $\rho_0/\rho$ changes the share by $\delta\,\sigma/\sigma_0$ in magnitude. Relative to the share itself, this is

$$\delta\,\frac{\sigma/\sigma_0}{1-\sigma/\sigma_0}.$$

For $\delta=1\%$ the share is uncertain by 1.5% of its value at 20 nm, but by 35% at 400 nm. In thick films the share is a small difference of nearly equal numbers.

To compute the share from a surface model, evaluate (6) and, separately, (7) and (8). Their agreement shows only that the three formulas were coded consistently. An error in a shared prefactor or integration grid cancels, so check the prefactor by the thin-film limit $\sigma/\sigma_0\to0$ and the integration by refining the grid. The agreement does not test the amplitudes either, because the brackets of (7) and (8) add up to $(1-q)(A_++A_-)$ for any $A_\pm$; check these by inserting them in the boundary conditions $G_+(0)=p_bG_-(0)$ and $G_-(d)=p_tG_+(d)$. Nor does it test whether the chosen specularities describe the real surfaces.

## 8. Where the equality changes or fails

**Grain boundaries.** Let grain boundaries add a further momentum loss $R_g$, while the background keeps its constant $\tau$. Equation (4) still holds for the background drag, and the balance becomes

$$R+R_g=F\left(1-\frac{\sigma}{\sigma_0}\right).$$

With the single-crystal $\sigma_0$, the formula gives the joint share of surfaces and grains. In the Mayadas–Shatzkes description, boundaries normal to the current add a rate $\alpha v_F/(\tau|v_x|)$, with $\alpha=(\lambda/a)\,r/(1-r)$ for grain size $a$ and reflection coefficient $r$. For $a=20$ nm and $r=0.3$, $\alpha=2\times0.3/0.7=0.857$. The example film then has $\sigma/\sigma_0=0.357$, a grain share of 0.419 and a surface share of 0.224.

Replacing $\sigma_0$ by the conductivity of the polycrystal without surface losses, $0.458\,\sigma_0$, gives $1-0.357/0.458\approx0.22$. The unrounded value is 0.219, close to the surface share of 0.224 but not equal to it. The grain rate depends on direction, so a single relaxation time no longer links drag and current.

**Band shape.** The proof needs $p_x$ proportional to $v_x$. An ellipsoidal band with $v_x=p_x/m_x$ satisfies this, with $m$ replaced by $m_x$. A warped Fermi surface does not. As a trial, take a cubic band with its cube axes along $x$, $y$ and $z$, whose Fermi radius is smallest along these axes and 6.8% larger along the body diagonals, and keep $\tau$ and the specularities fixed. The surface share of crystal momentum is then 0.365, while $1-\sigma/\sigma_0$ is 0.358. The difference of 0.007 is the failure of the equality. Both numbers also lie below the spherical value of 0.397, so in this trial the warping alters the ratio $\sigma/\sigma_0$ more than it breaks the equality.

**Energy-dependent relaxation time.** If $\tau$ depends on energy, the equality holds on each energy shell. Let $S$ be the bulk share of a shell, and let $\langle\cdot\rangle$ average over shells, weighted by the force on them. The total bulk share is $\langle S\rangle$, whereas $\sigma/\sigma_0=\langle\tau S\rangle/\langle\tau\rangle$. Therefore

$$\frac RF-\left(1-\frac{\sigma}{\sigma_0}\right)=\frac{\langle\tau S\rangle-\langle\tau\rangle\langle S\rangle}{\langle\tau\rangle}.$$

Both $\tau$ and $S$ vary linearly across the thermal width $k_BT$ to leading order, so the difference is of order $(k_BT/E_F)^2$, with $E_F$ the Fermi energy. For $\tau\propto\text{energy}^{3/2}$ at 300 K, where $k_BT/E_F=0.0037$, it is $-3\times10^{-5}$. It is negative because in this example the shells with a longer $\tau$ also have a longer mean free path, and hence a smaller bulk share.

**Quantum and nonlinear effects.** About 87 subbands are occupied ($k_Fd/\pi$), which supports a semiclassical description at 20 nm. The drift speed is 0.73 m/s, or $5\times10^{-7}$ of $v_F$, which supports the expansion in $E$. These are scale estimates, not error bounds.

**Comparison with real copper.** The electron density, mean free path and bulk resistivity used here are close to the usual room-temperature values for copper. Specularity is much less certain and depends on the adjoining layer. Real interconnects are lines with side walls and liners, and their grains are often comparable in size to the line width. The example of Section 6 leaves out both side walls and grains, and neither omission is safe for such lines. The grains assumed above lower the surface share from 0.40 to 0.22. Diffuse side walls, added to the example without grains, would raise the share of all surfaces together but lower the part taken by the top and bottom. Copper's Fermi surface also has necks that touch the Brillouin-zone boundary, which the smooth warping does not represent; their effect has not been sized here. Further digits are in the numerical output.

## Computed values

```
electron density n = 8.50e+22 cm^-3
mean free path lam = 40.0 nm
thickness d = 20.0 nm, d/lam = 0.500
specularity bottom = 0.00, top = 0.50
mean current density = 1.00 MA/cm^2
temperature = 300 K
Fermi energy = 7.049 eV
Fermi speed = 1.5747e+06 m/s
relaxation time = 25.40 fs
bulk resistivity = 1.644 uOhm cm
film resistivity = 2.726 uOhm cm
sigma/sigma0 = 0.60287
1 - sigma/sigma0 = 0.39713
surface share from wall stress = 0.39713
  bottom share = 0.27760, top share = 0.11953
balance mismatch = 2.0e-12
trajectories: sigma/sigma0 = 0.6027
trajectories: bottom = 0.2776, top = 0.1194
trajectories: surface share = 0.3969
surface part of randomizing events = 0.4286
  same from trajectories = 0.4285
field = 2.726 V/cm
electric force per area = 74.255 kPa
  taken by bulk = 44.766 kPa
  taken by surfaces = 29.489 kPa
  bottom = 20.613 kPa, top = 8.876 kPa
rough top, rms height = 0.10 nm:
  1 - sigma/sigma0 = 0.41825, surface share = 0.41825
  trajectories: surface share = 0.4183
thickness (nm), sigma/sigma0, surface share, thick-film formula:
     10  0.4445  0.5555  1.1250
     20  0.6029  0.3971  0.5625
     40  0.7515  0.2485  0.2812
    100  0.8888  0.1112  0.1125
    400  0.9719  0.0281  0.0281
grains: size = 20 nm, reflection = 0.30, alpha = 0.8571
  sigma/sigma0 with grains and surfaces = 0.3573
  grain share = 0.4188, surface share = 0.2239
  sigma_grain/sigma0 without surfaces = 0.4576
  1 - sigma/sigma_grain = 0.2192
warped Fermi surface, radius spread = 6.8 %
  surface share = 0.3651, 1 - sigma/sigma0 = 0.3577
thermal smearing kT/EF = 0.00367
  surface share minus (1 - sigma/sigma0) = -3.04e-05
occupied subbands kF*d/pi = 86.6
drift speed = 0.734 m/s, over Fermi speed = 4.7e-07
```
